# Testing the Sakurai-Tamaru capacitance formula for a square line: a numerical check

```python
# Result under test: for an isolated rectangular line over a ground plane,
#   C/eps = 1.15 (w/h) + 2.80 (t/h)^0.222      (Sakurai-Tamaru fit)
# is compared with numerical solutions of Laplace's equation at w = t = h.
# w: line width, t: line thickness, h: gap between plane and underside,
# C: capacitance per unit length, eps: permittivity of the dielectric.
# Lengths are in units of h and the line potential is 1 unless stated.
# Two roads: finite elements (upper and lower variational bounds) and
# surface-charge panels with image charges.
import numpy as np
from scipy.constants import epsilon_0
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu
from scipy.special import gamma

TOL = 1e-9
FAR = 100.0


def fit_formula(w, t):
    return 1.15 * w + 2.80 * t**0.222


# ---------- surface-charge panels ----------
def log_integral(points, start, end):
    """Integral of ln(distance) along straight panels, complex coordinates."""
    length = np.abs(end - start)
    direction = (end - start) / length
    z = (points[:, None] - start[None, :]) / direction[None, :]
    return (z * np.log(z) - (z - length) * np.log(z - length)).real - length


def panel_charges(start, end, potential):
    """Charge of each panel divided by eps, with the plane y = 0 grounded."""
    middle = (start + end) / 2
    matrix = (log_integral(middle, start.conj(), end.conj())
              - log_integral(middle, start, end)) / (2 * np.pi)
    return np.linalg.solve(matrix, potential) * np.abs(end - start)


def end_graded(n, power):
    s = np.linspace(0, 1, n + 1)
    return s**power / (s**power + (1 - s)**power)


def rectangle_panels(w, t, h, n, centre=0.0):
    """Panels in the order bottom, right, top, left; n on each face."""
    corners = centre + np.array([-w/2 + 1j*h, w/2 + 1j*h,
                                 w/2 + 1j*(h + t), -w/2 + 1j*(h + t)])
    s = end_graded(n, 3)
    start, end = [], []
    for k in range(4):
        a, b = corners[k], corners[(k + 1) % 4]
        nodes = a + (b - a) * s
        start.append(nodes[:-1])
        end.append(nodes[1:])
    return np.concatenate(start), np.concatenate(end)


def line_capacitance(w, t, h=1.0, n=80):
    start, end = rectangle_panels(w, t, h, n)
    return panel_charges(start, end, np.ones(4 * n)).sum()


def rounded_line(w, t, h, radius, n_arc, n_side):
    """Capacitance/eps and largest surface field for rounded corners."""
    centres = [w/2 - radius + 1j*(h + radius),
               w/2 - radius + 1j*(h + t - radius),
               -w/2 + radius + 1j*(h + t - radius),
               -w/2 + radius + 1j*(h + radius)]
    arcs = []
    for k, c in enumerate(centres):
        angle = -np.pi/2 + k*np.pi/2 + np.linspace(0, np.pi/2, n_arc + 1)
        arcs.append(c + radius * np.exp(1j * angle))
    s = end_graded(n_side, 1.5)[1:-1]
    path = []
    for k in range(4):
        a, b = arcs[k][-1], arcs[(k + 1) % 4][0]
        path += [arcs[k], a + (b - a) * s]
    start = np.concatenate(path)
    end = np.roll(start, -1)
    charge = panel_charges(start, end, np.ones(len(start)))
    return charge.sum(), (charge / np.abs(end - start)).max()


# ---------- finite elements on the right half of the section ----------
def one_sided(length, first, ratio):
    n = int(np.ceil(np.log(1 + length*(ratio - 1)/first) / np.log(ratio)))
    s = ratio**np.arange(n + 1) - 1
    return s / s[-1] * length


def graded_axis(breaks, first, ratio):
    """Nodes from 0 to FAR, refined towards every value in breaks."""
    nodes = [breaks[0] - one_sided(breaks[0], first, ratio)[::-1]]
    for a, b in zip(breaks[:-1], breaks[1:]):
        half = one_sided((b - a)/2, first, ratio)
        nodes += [a + half[1:], b - half[::-1][1:]]
    nodes.append(breaks[-1] + one_sided(FAR - breaks[-1], first, ratio)[1:])
    return np.concatenate(nodes)


GRAD_X = np.array([[2, -2, -1, 1], [-2, 2, 1, -1],
                   [-1, 1, 2, -2], [1, -1, -2, 2]]) / 6
GRAD_Y = np.array([[2, 1, -1, -2], [1, 2, -2, -1],
                   [-1, -2, 2, 1], [-2, -1, 1, 2]]) / 6


def minimum_energy(xs, ys, weight, fixed, value):
    """Minimum of the integral of weight*|grad f|^2 for bilinear f."""
    index = np.arange(len(xs) * len(ys)).reshape(len(xs), len(ys))
    nodes = np.stack([index[:-1, :-1], index[1:, :-1],
                      index[1:, 1:], index[:-1, 1:]]).reshape(4, -1)
    dx, dy = np.diff(xs)[:, None], np.diff(ys)[None, :]
    local = (GRAD_X[:, :, None] * (weight * dy / dx).ravel()
             + GRAD_Y[:, :, None] * (weight * dx / dy).ravel())
    rows = np.broadcast_to(nodes[:, None, :], local.shape).ravel()
    cols = np.broadcast_to(nodes[None, :, :], local.shape).ravel()
    stiff = coo_matrix((local.ravel(), (rows, cols)),
                       shape=(index.size, index.size)).tocsr()
    f = np.where(fixed, value, 0.0).ravel().astype(float)
    free = np.flatnonzero(~fixed.ravel())
    load = -(stiff @ f)[free]
    solver = splu(stiff[free][:, free].tocsc(),
                  permc_spec="MMD_AT_PLUS_A", diag_pivot_thresh=0.0,
                  options=dict(SymmetricMode=True))
    f[free] = solver.solve(load)
    return f @ (stiff @ f), f.reshape(index.shape)


def geometry(xs, ys):
    """Node coordinates and masks for the line with w = t = h = 1."""
    X, Y = np.meshgrid(xs, ys, indexing="ij")
    line = (X < 0.5 + TOL) & (Y > 1 - TOL) & (Y < 2 + TOL)
    box = (X > FAR - TOL) | (Y > FAR - TOL)
    return X, Y, line, box


def capacitance_bounds(xs, ys, rel_eps):
    """Lower and upper bound, and the stream function at the corners."""
    X, Y, line, box = geometry(xs, ys)
    xc = (xs[1:] + xs[:-1])[:, None] / 2
    yc = (ys[1:] + ys[:-1])[None, :] / 2
    outside = ~((xc < 0.5) & (yc > 1) & (yc < 2))
    energy, _ = minimum_energy(xs, ys, outside * rel_eps,
                               line | box | (Y < TOL), line)
    upper = 2 * energy
    axis = X < TOL
    one = box | (axis & (Y > 2 - TOL))
    zero = axis & (Y < 1 + TOL)
    inside = (X < 0.5 - TOL) & (Y > 1 + TOL) & (Y < 2 - TOL)
    energy, psi = minimum_energy(xs, ys, outside / rel_eps,
                                 one | zero | inside, one)
    i = np.argmin(abs(xs - 0.5))
    low, high = np.argmin(abs(ys - 1)), np.argmin(abs(ys - 2))
    return 2 / energy, upper, psi[i, low], psi[i, high]


# ---------- panel method against the round wire ----------
angles = np.linspace(0, 2*np.pi, 401)
circle = 1.5j + 0.5 * np.exp(1j * angles)
wire_numeric = panel_charges(circle[:-1], circle[1:], np.ones(400)).sum()
wire_exact = 2 * np.pi / np.arccosh(1.5 / 0.5)
assert abs(wire_numeric / wire_exact - 1) < 1e-3

# ---------- the case w = t = h ----------
fit = fit_formula(1.0, 1.0)
coarse = line_capacitance(1, 1, n=80)
n_face = 160
start, end = rectangle_panels(1, 1, 1, n_face)
charge = panel_charges(start, end, np.ones(4 * n_face))
laplace = charge.sum()
bottom, right, top, left = charge.reshape(4, n_face).sum(axis=1) / laplace
xs = graded_axis([0.5], 1e-3, 1.06)
ys = graded_axis([1.0, 2.0], 1e-3, 1.06)
uniform = np.ones((len(xs) - 1, len(ys) - 1))
lower, upper, psi_low, psi_high = capacitance_bounds(xs, ys, uniform)
assert abs(coarse / laplace - 1) < 1e-3
assert lower < laplace < upper and upper / lower - 1 < 0.01
assert fit < lower                       # the fit lies below the true value
assert abs(fit / laplace - 1) < 0.01
assert abs(psi_low - bottom) < 0.01      # flux leaving the bottom face
assert abs(1 - psi_high - top) < 0.01    # flux leaving the top face
assert abs(right - left) < 1e-6

conformal_radius = gamma(0.25)**2 / (4 * np.pi**1.5)
wire_estimate = 2 * np.pi / np.arccosh(1.5 / conformal_radius)
assert abs(wire_estimate / laplace - 1) < 2e-3

# ---------- slopes, wide line, other shapes ----------
d = 0.02
slope_w = (line_capacitance(1 + d, 1) - line_capacitance(1 - d, 1)) / (2*d)
slope_t = (line_capacitance(1, 1 + d) - line_capacitance(1, 1 - d)) / (2*d)
fit_slope_w = (fit_formula(1 + d, 1) - fit_formula(1 - d, 1)) / (2*d)
fit_slope_t = (fit_formula(1, 1 + d) - fit_formula(1, 1 - d)) / (2*d)
wide = line_capacitance(100, 1, n=160)
wide_slope = (line_capacitance(110, 1, n=160)
              - line_capacitance(90, 1, n=160)) / 20
assert abs(wide_slope - 1) < 0.03
assert fit_formula(100, 1) / wide - 1 > 0.05
ratios = [0.3, 1.0, 3.0, 10.0, 30.0]
errors = np.array([[100 * (fit_formula(w, t) / line_capacitance(w, t) - 1)
                    for t in ratios] for w in ratios])
assert abs(line_capacitance(30, 30, n=160)
           / line_capacitance(30, 30) - 1) < 5e-3

# ---------- worked example and neglected effects ----------
size_nm, k_low, volts = 50.0, 2.7, 0.7
cap_nm, k_cap, radius_nm = 10.0, 5.0, 5.0
unit = k_low * epsilon_0 * 1e12          # F/m to aF/um

# grounded neighbours at a spacing equal to the width
parts = [rectangle_panels(1, 1, 1, 80, c) for c in (0.0, -2.0, 2.0)]
s3 = np.concatenate([p[0] for p in parts])
e3 = np.concatenate([p[1] for p in parts])
volt3 = np.concatenate([np.ones(320), np.zeros(640)])
dense = panel_charges(s3, e3, volt3)[:320].sum()
xn = graded_axis([0.5, 1.5, 2.5], 2e-3, 1.12)
yn = graded_axis([1.0, 2.0], 2e-3, 1.12)
X, Y, line, box = geometry(xn, yn)
neighbour = ((X > 1.5 - TOL) & (X < 2.5 + TOL)
             & (Y > 1 - TOL) & (Y < 2 + TOL))
energy, _ = minimum_energy(xn, yn, np.ones((len(xn) - 1, len(yn) - 1)),
                           line | box | neighbour | (Y < TOL), line)
dense_upper = 2 * energy
assert dense < dense_upper < 1.02 * dense

# capping layer on the top of the line level
cap_top = 2 + cap_nm / size_nm
xk = graded_axis([0.5], 2e-3, 1.08)
yk = graded_axis([1.0, 2.0, cap_top], 2e-3, 1.08)
y_mid = (yk[1:] + yk[:-1])[None, :] / 2
layer = np.where((y_mid > 2) & (y_mid < cap_top), k_cap / k_low, 1.0)
layer = layer * np.ones((len(xk) - 1, 1))
cap_lower, cap_upper, _, _ = capacitance_bounds(xk, yk, layer)
assert upper < cap_lower < cap_upper < 1.02 * cap_lower
capped = (cap_lower + cap_upper) / 2

# rounded corners and a shifted gap
rounded, peak = rounded_line(1, 1, 1, radius_nm / size_nm, 40, 60)
rounded_fine, peak_fine = rounded_line(1, 1, 1, radius_nm / size_nm, 80, 120)
assert abs(rounded / rounded_fine - 1) < 1e-3
assert abs(peak / peak_fine - 1) < 0.05
assert rounded_fine < laplace
shifted = line_capacitance(1, 1, h=1 + 1/size_nm, n=160)
assert shifted < laplace
mean_field = volts / (size_nm * 1e-7) / 1e6


def percent(value):
    return 100 * (value / laplace - 1)


print("All C/eps values are dimensionless")
print(f"round wire check, H/R = 3: panels {wire_numeric:.4f}, "
      f"exact {wire_exact:.4f}")
print(f"fit C/eps at w=t=h: {fit:.4f}")
print(f"panels C/eps, 80 per face: {coarse:.5f}")
print(f"panels C/eps, 160 per face: {laplace:.5f}")
print(f"finite-element lower bound: {lower:.4f}")
print(f"finite-element upper bound: {upper:.4f}")
print(f"finite-element nodes: {len(xs)} x {len(ys)}")
print(f"box distance: {FAR:.0f} h")
print(f"error of fit: {percent(fit):.2f} %")
print(f"conformal radius of square / side: {conformal_radius:.5f}")
print(f"equivalent round wire C/eps: {wire_estimate:.4f}")
print(f"charge share bottom: {100*bottom:.1f} %")
print(f"charge share both sides: {100*(left + right):.1f} %")
print(f"charge share top: {100*top:.1f} %")
print(f"stream-function share bottom: {100*psi_low:.1f} %")
print(f"stream-function share top: {100*(1 - psi_high):.1f} %")
print(f"slope in w/h: Laplace {slope_w:.3f}, fit {fit_slope_w:.3f}")
print(f"slope in t/h: Laplace {slope_t:.3f}, fit {fit_slope_t:.3f}")
print(f"w/h=100, t/h=1: Laplace {wide:.2f}, fit {fit_formula(100, 1):.2f}")
print(f"Laplace slope in w/h near w/h=100: {wide_slope:.3f}")
print("error of fit in %, columns t/h = "
      + ", ".join(f"{t:g}" for t in ratios))
for w, row in zip(ratios, errors):
    print(f"  w/h = {w:4g}: " + " ".join(f"{e:7.2f}" for e in row))
print(f"example w = t = h: {size_nm:.0f} nm")
print(f"relative permittivity: {k_low:.1f}")
print(f"eps: {unit:.3f} aF/um")
print(f"C from Laplace: {laplace*unit:.2f} aF/um "
      f"= {laplace*unit/1000:.4f} fF/um")
print(f"C from fit: {fit*unit:.2f} aF/um")
print(f"C parallel plate only: {unit:.2f} aF/um")
print(f"neighbours at {size_nm:.0f} nm: C/eps {dense:.3f}, "
      f"change {percent(dense):.1f} %")
print(f"neighbours, finite-element upper bound: {dense_upper:.3f}")
print(f"C with neighbours: {dense*unit:.1f} aF/um")
print(f"cap layer {cap_nm:.0f} nm, k = {k_cap:.1f}: "
      f"change {percent(capped):.1f} %")
print(f"cap layer bounds on C/eps: {cap_lower:.3f} to {cap_upper:.3f}")
print(f"corner radius {radius_nm:.0f} nm: change "
      f"{percent(rounded_fine):.2f} %")
print(f"gap larger by 1 nm: change {percent(shifted):.2f} %")
print(f"applied voltage: {volts:.1f} V")
print(f"field V/h: {mean_field:.3f} MV/cm")
print(f"peak field at rounded corner: {peak_fine*mean_field:.2f} MV/cm")
print("no test failed")
```

It prints:

```
All C/eps values are dimensionless
round wire check, H/R = 3: panels 3.5644, exact 3.5644
fit C/eps at w=t=h: 3.9500
panels C/eps, 80 per face: 3.96100
panels C/eps, 160 per face: 3.96100
finite-element lower bound: 3.9598
finite-element upper bound: 3.9621
finite-element nodes: 210 x 339
box distance: 100 h
error of fit: -0.28 %
conformal radius of square / side: 0.59017
equivalent round wire C/eps: 3.9647
charge share bottom: 35.6 %
charge share both sides: 47.4 %
charge share top: 17.0 %
stream-function share bottom: 35.7 %
stream-function share top: 17.0 %
slope in w/h: Laplace 1.204, fit 1.150
slope in t/h: Laplace 0.596, fit 0.622
w/h=100, t/h=1: Laplace 104.95, fit 117.80
Laplace slope in w/h near w/h=100: 1.006
error of fit in %, columns t/h = 0.3, 1, 3, 10, 30
  w/h =  0.3:    1.31    2.55   -0.76   -3.78   -3.23
  w/h =    1:   -3.75   -0.28   -1.08   -2.72   -2.03
  w/h =    3:   -3.16    0.08    0.74    0.37    1.07
  w/h =   10:    2.51    4.29    5.14    5.56    6.24
  w/h =   30:    8.09    8.86    9.37    9.82   10.38
example w = t = h: 50 nm
relative permittivity: 2.7
eps: 23.906 aF/um
C from Laplace: 94.69 aF/um = 0.0947 fF/um
C from fit: 94.43 aF/um
C parallel plate only: 23.91 aF/um
neighbours at 50 nm: C/eps 5.387, change 36.0 %
neighbours, finite-element upper bound: 5.388
C with neighbours: 128.8 aF/um
cap layer 10 nm, k = 5.0: change 3.2 %
cap layer bounds on C/eps: 4.088 to 4.091
corner radius 5 nm: change -1.10 %
gap larger by 1 nm: change -0.89 %
applied voltage: 0.7 V
field V/h: 0.140 MV/cm
peak field at rounded corner: 0.33 MV/cm
no test failed
```
